# Dangling bonds and electron counting on Ge(111)-c(2x8)

## Problem

On a bulk-terminated Ge(111) surface each top-layer atom keeps three bonds to the layer below and has one dangling bond holding one electron. In the c(2x8) reconstruction, additional Ge atoms, called adatoms, sit on this layer. Each binds to three top-layer atoms. A top-layer atom that is not bound to an adatom is called a rest atom.

Let \(\mathbf a_1\) and \(\mathbf a_2\) be the vectors of the unreconstructed surface cell, of equal length \(a\) and at 60° to each other. Top-layer atoms sit at \(i\mathbf a_1+j\mathbf a_2\), written \((i,j)\). The primitive c(2x8) vectors are \(2\mathbf a_1\) and \(\mathbf a_1+4\mathbf a_2\). There are two adatoms per primitive cell, one above the centre of the triangle \((0,0),(1,0),(0,1)\), the other above the centre of \((0,2),(1,2),(0,3)\).

1. How many dangling orbitals and electrons does a primitive cell have?
2. Is the surface necessarily metallic? If not, what adatom coverage and what energies allow a gap between adatom and rest-atom bands?
3. If such a gap exists, has the charge moved completely from one kind of atom to the other?

Take the surface to be neutral, undoped, free of defects and non-magnetic, so that a filled orbital holds two electrons. An adatom also has a second-layer atom beneath it; this close contact is not counted as a two-electron bond.

## A tempting solution

The cell contains eight top-layer atoms. Two adatoms use up six of their dangling bonds, which leaves two rest atoms with one dangling bond each. An adatom has four valence electrons and makes three bonds, so it too has one dangling bond with one electron. The cell therefore has four dangling orbitals, each with one electron. Every orbital is half filled, so every surface band is half filled, and the surface is a metal.

## Where it fails

The totals are right, but the last sentence does not follow from them. Assigning one electron to each dangling bond is a way to count electrons in neutral atoms. It does not say which orbitals the electrons occupy once the atoms share a surface.

Even four identical orbitals per cell would not force four half-filled bands. They form four bands, and four electrons can fill the lowest two at every wavevector. Whether they do depends on the band energies. Here the orbitals are not identical either: adatoms and rest atoms have different surroundings and may have different energies.

## The count

The area of the primitive cell, in units of the unreconstructed cell, is the determinant of its vector coefficients:

\[
N=|2\cdot4-0\cdot1|=8 .
\]

The conventional 2x8 cell is twice as large because it contains two lattice points. The eight atoms of the primitive cell can be taken as \((i,j)\) with \(i=0,1\) and \(j=0,1,2,3\). The adatom triangles cover six of them, leaving \((1,1)\) and \((1,3)\) as rest atoms.

For a general cell with \(N\) top-layer atoms and \(n\) adatoms, whose triangles share no atom, the number of rest atoms is \(r=N-3n\). Each rest atom and each adatom has one dangling orbital:

\[
N_{\rm orb}=n+(N-3n)=N-2n .
\]

For the electrons, start with one per top-layer dangling bond and four per adatom. The \(3n\) new bonds take two electrons each:

\[
N_{\rm el}=N+4n-2(3n)=N-2n .
\]

With \(N=8\) and \(n=2\), there are four orbitals and four electrons.

Now assume that the rest-atom level lies below the adatom level. This is a physical input; counting cannot supply it. The \(r\) rest-atom orbitals can hold \(2r\) electrons. They are filled with none left over when

\[
2(N-3n)=N-2n .
\]

Expanding the left side gives \(2N-6n=N-2n\), hence

\[
N=4n,\qquad r=N-3n=n .
\]

The required coverage is one adatom per four top-layer atoms, which means equal numbers of adatoms and rest atoms. In c(2x8), four electrons can fill two rest-atom orbitals and leave two adatom orbitals empty.

Other cells show what this condition does and does not decide:

- A \(\sqrt3\times\sqrt3\) cell with \(N=3\), \(n=1\) has no rest atom. Its one electron half fills the single adatom band, which is metallic in non-magnetic band theory. Strong electron repulsion could change that conclusion.
- If every c(2x8) cell lacks one adatom, then \(N=8\), \(n=1\) and \(r=5\). Six electrons occupy rest-atom orbitals with room for ten. The adatom orbital can be empty, but the rest-atom orbitals are not all full.
- A 2x2 cell with \(N=4\), \(n=1\) also satisfies \(N=4n\). The count therefore does not explain why Ge(111) adopts c(2x8) rather than 2x2.

## When the bands are separated

Let the effective adatom and rest-atom levels be \(\varepsilon_A=\Delta/2\) and \(\varepsilon_R=-\Delta/2\), with \(\Delta>0\). "Effective" means that Coulomb and relaxation effects at the final occupation are already included. This matters because a second electron in a rest-atom orbital costs a repulsion energy \(U\). For an isolated pair with bare levels \(e_A\) and \(e_R\), one electron in each orbital has energy \(e_A+e_R\), while two in the rest-atom orbital have energy \(2e_R+U\). With hopping and the repulsion between the two sites neglected, transfer lowers the energy only if \(e_A-e_R>U\). An intersite repulsion \(V\) raises the one-plus-one state and lowers the threshold to \(U-V\).

Each level broadens into bands because electrons hop between like atoms. Take a hopping energy \(-s\), with \(s>0\), between like atoms no farther apart than \(2a\). Distances follow from

\[
|x\mathbf a_1+y\mathbf a_2|^2=a^2(x^2+xy+y^2).
\]

From the first adatom, the like neighbours within this range are displaced by \((2,0)\), \((-2,0)\), \((0,2)\), \((-2,2)\) and \((1,-2)\). The first four lie at \(2a\), the last at \(\sqrt3\,a\). The rest-atom positions \((1,1),(1,3)\) are the adatom triangle corners \((0,0),(0,2)\) shifted by \((1,1)\), so rest atoms have the same pattern of like neighbours.

Let \(\theta\) and \(\phi\) be the Bloch phases along \(2\mathbf a_1\) and \(\mathbf a_1+4\mathbf a_2\). The displacements \((\pm2,0)\) connect equivalent atoms and give a diagonal term \(-2s\cos\theta\). The other three connect the two inequivalent like atoms and give \(-sg\), where

\[
g=1+e^{-i\theta}+e^{i(\theta-\phi)} .
\]

For either species, with level \(\varepsilon\), the two-by-two Hamiltonian has energies

\[
E=\varepsilon-2s\cos\theta\pm s|g| .
\]

To find the upper edge, put \(c=|\cos(\theta/2)|\). Then \(|1+e^{-i\theta}|=2c\), so \(|g|\le2c+1\), and a suitable \(\phi\) reaches equality. Since \(\cos\theta=2c^2-1\), the largest energy at given \(\theta\) satisfies

\[
\frac{E-\varepsilon}{s}=-2(2c^2-1)+2c+1=-4c^2+2c+3 .
\]

Its derivative, \(-8c+2\), vanishes at \(c=1/4\), where the value is \(-1/4+1/2+3=13/4\). The second derivative is negative, so this is the maximum. The lower edge follows from \(\cos\theta\le1\) and \(|g|\le3\), both reached at \(\theta=\phi=0\). It lies at \(\varepsilon-2s-3s=\varepsilon-5s\). The full width is

\[
W=\frac{13s}{4}+5s=\frac{33s}{4}.
\]

Without hopping between the two species, the bottom of the adatom bands minus the top of the rest-atom bands is

\[
\left(\frac{\Delta}{2}-5s\right)-\left(-\frac{\Delta}{2}+\frac{13s}{4}\right)=\Delta-W .
\]

A positive value is a gap; a negative value is an overlap.

### Adding adatom–rest-atom hopping

Could hopping between the species close a positive gap? At each wavevector there are four states, with energies \(E_1\le E_2\le E_3\le E_4\). The three lowest eigenvectors span a three-dimensional space, and the adatom orbitals span a two-dimensional one. Since \(3+2>4\), the two spaces share a nonzero vector \(u\), which we normalize.

Because \(u\) is built from the three lowest eigenvectors, \(\langle u|H|u\rangle\le E_3\). Because \(u\) contains adatom orbitals only, the hopping between species does not contribute to this expectation value, which is therefore at least \(\Delta/2-5s\). Thus

\[
E_3\ge\frac{\Delta}{2}-5s .
\]

The same argument with the three highest eigenvectors and the two rest-atom orbitals gives

\[
E_2\le-\frac{\Delta}{2}+\frac{13s}{4}.
\]

These limits do not depend on the wavevector, so they also apply when \(E_2\) and \(E_3\) are taken at different wavevectors:

\[
E_{\rm gap}\ge\Delta-W .
\]

In this model, \(\Delta>W\) is sufficient for a gap at any strength of hopping between the species. It is not shown to be necessary, since that hopping may itself separate bands that would otherwise overlap.

## A numerical case

Choose \(\Delta=0.80\) eV and \(s=0.04\) eV. These round values illustrate the argument and are not fitted to germanium, so the resulting gap is not a prediction for the real surface. The width is

\[
W=\frac{33\times0.04}{4}=0.33\ \text{eV}.
\]

Without hopping between species, the adatom bands run from \(0.40-0.20=0.20\) eV to \(0.40+0.13=0.53\) eV. The rest-atom bands run from \(-0.60\) to \(-0.27\) eV. Their separation is \(0.20-(-0.27)=0.47\) eV.

Now let each rest atom couple to its near adatoms, at a distance of \(2a/\sqrt3=1.155a\) measured parallel to the surface, with hopping \(t\). The atom \((1,1)\) has three such adatoms and \((1,3)\) has two. The atom \((1,3)\) also has two adatoms at \(\sqrt{21}\,a/3=1.528a\), which are left out for simplicity. The lower bound does not depend on this choice, but the numbers do: a hopping of \(-0.05\) or \(+0.05\) eV on that shell moves the gap at \(t=-0.10\) eV from 0.549 to 0.572 or 0.537 eV. Diagonalizing the four-by-four Hamiltonian on a 96 by 96 grid of Bloch phases gives:

| \(t\) (eV) | Gap (eV) |
|---:|---:|
| 0 | 0.470 |
| −0.05 | 0.491 |
| −0.10 | 0.549 |
| −0.30 | 0.745 |
| −1.00 | 0.771 |

All values respect the lower bound of 0.47 eV. For weak coupling, the increase is level repulsion: to second order in \(t\), coupling to lower rest-atom states can only raise adatom states, and it lowers the rest-atom states in turn.

The increase from \(t=-0.30\) to \(-1.00\) eV is small. The limit \(s=0\) suggests why. With rows for the two rest atoms and columns for the two adatoms, the coupling matrix is

\[
T=t\begin{pmatrix}1+e^{i\theta}&1\\0&1+e^{i\theta}\end{pmatrix}.
\]

For \(s=0\), the energies are \(\pm\sqrt{\Delta^2/4+\sigma^2}\), where \(\sigma\) is a singular value of \(T\). At \(\theta=\pi\) the determinant of \(T\) vanishes, so one \(\sigma\) is zero and the gap stays at \(\Delta\) however large \(t\) is. At \(\theta=\pi\) the first adatom and the rest atom \((1,3)\) are the orbitals that \(T\) leaves uncoupled. The same states limit the gap at \(s=0.04\) eV when \(|t|\) is large. At \(t=-1.00\) eV both band edges lie within about \(0.08\pi\) of \(\theta=\pi\), with about 95% weight on the first adatom and 93% on \((1,3)\). At \(t=-5\) eV the gap is 0.79 eV, close to \(\Delta\).

### The right count without a gap

Keep \(s=0.04\) eV, but set \(\Delta=0.20\) eV and \(t=0\). The adatom bands now begin at \(0.10-0.20=-0.10\) eV, while the rest-atom bands end at \(-0.10+0.13=0.03\) eV. The difference is \(-0.13\) eV, so the bands overlap. Filling the lower half of all states on the grid puts 1.65 electrons on each rest atom instead of two. The surface is metallic in this model although the electron count is unchanged.

## Filled bands and transferred charge

When the gap is open, the lower two bands are completely filled. This does not mean that each rest-atom orbital holds exactly two electrons, because \(t\) mixes the two kinds of orbital.

Consider \(s=0\) and \(|t|\ll\Delta\). To first order, an empty state derived from an adatom orbital contains each near rest-atom orbital with amplitude \(t/\Delta\), the coupling divided by the energy difference. Its weight there is \(t^2/\Delta^2\). A rest atom with \(z\) near adatoms appears in \(z\) such empty states. Counting both spins, the charge missing from its orbital is, to leading order,

\[
\delta q=\frac{2zt^2}{\Delta^2}.
\]

For \(\Delta=0.80\) eV and \(t=-0.10\) eV, this gives

\[
\delta q_{z=3}=\frac{2\times3\times0.01}{0.64}=0.094,\qquad
\delta q_{z=2}=\frac{2\times2\times0.01}{0.64}=0.0625 .
\]

Diagonalization with \(s=0.04\) eV gives 0.084 and 0.048 missing electrons. Before rounding, the estimates are about 11% and 29% above these values; they omit \(s\) and higher orders in \(t\). The rest-atom populations are 1.916 and 1.952, and the adatom with three near rest atoms holds 0.075 electrons and the one with two holds 0.058.

## Answer

1. A primitive c(2x8) cell has four dangling orbitals, two on adatoms and two on rest atoms, and four electrons.
2. The surface need not be metallic. With one adatom per four top-layer atoms and the rest-atom level lower, the electrons can fill the rest-atom bands and leave the adatom bands empty. In the model used here, \(\Delta>33s/4\) guarantees a gap between the two sets of dangling-bond bands. The model contains no bulk states. If the rest-atom band lies below the top of the bulk valence band, the gap of the real surface runs from that bulk edge to the adatom band and is smaller than the adatom–rest-atom separation.
3. The band filling is complete, but the orbital charge transfer is not when the two species are coupled. In the numerical case with \(t=-0.10\) eV, each rest-atom orbital holds slightly less than two electrons.

All numerical values are calculated from the stated model.
